# The Chern number modulo four from C4 and C2 band eigenvalues: test program

```python
"""Result under test: for a C4-symmetric 2D band insulator
    i^C = prod_occ xi(Gamma) xi(M) / zeta(X)
        = prod_occ (-1)^F xi(Gamma) xi(M) zeta(X),
C    Chern number of the occupied bands, C = (1/2 pi) int f d^2k,
     f = curl of a, a = i sum_occ <u|grad u>
xi   eigenvalues of C4 (counterclockwise), zeta eigenvalues of C2 = C4^2
F    0 if C4^4 = +1, 1 if C4^4 = -1
Gamma=(0,0), X=(pi,0), M=(pi,pi), Y=(0,pi); lattice constant 1.
Model: H = h.sigma, hx = sin kx (1+2b cos ky), hy = sin ky (1+2b cos kx),
hz = m + cos kx + cos ky; b = 0 is the Qi-Wu-Zhang model.
Energies are in units of the model's hopping scale."""
import numpy as np

rng = np.random.default_rng(7)
PI = np.pi
SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0 + 0j, -1.0])
U_SPIN = np.diag(np.exp(-1j * PI / 4 * np.array([1, -1])))


def dagger(a):
    return np.conj(np.swapaxes(a, -1, -2))


def h_vector(kx, ky, m, b):
    return (np.sin(kx) * (1 + 2 * b * np.cos(ky)),
            np.sin(ky) * (1 + 2 * b * np.cos(kx)),
            m + np.cos(kx) + np.cos(ky))


def two_band(m, b):
    def ham(kx, ky):
        hx, hy, hz = [np.asarray(c)[..., None, None]
                      for c in h_vector(kx, ky, m, b)]
        return hx * SX + hy * SY + hz * SZ
    return ham


def grid(n):
    k = 2 * PI * np.arange(n) / n
    return np.meshgrid(k, k, indexing="ij")


def link_chern(vectors, n_occ):
    """Chern number from gauge-invariant plaquette phases on a closed grid."""
    v = vectors[..., :n_occ]
    lx = np.linalg.det(dagger(v) @ np.roll(v, -1, axis=0))
    ly = np.linalg.det(dagger(v) @ np.roll(v, -1, axis=1))
    loop = (lx * np.roll(ly, -1, axis=0)
            * np.conj(np.roll(lx, -1, axis=1)) * np.conj(ly))
    flux = -np.angle(loop)
    total = flux.sum() / (2 * PI)
    assert abs(total - round(total)) < 1e-6
    return int(round(total)), np.abs(flux).max()


def curvature(ham, kx, ky, n_occ):
    """Berry curvature from the sum over occupied-empty pairs."""
    d = 1e-4
    dhx = (ham(kx + d, ky) - ham(kx - d, ky)) / (2 * d)
    dhy = (ham(kx, ky + d) - ham(kx, ky - d)) / (2 * d)
    e, v = np.linalg.eigh(ham(kx, ky))
    occ, emp = v[..., :n_occ], v[..., n_occ:]
    ax = dagger(occ) @ dhx @ emp
    ay = dagger(occ) @ dhy @ emp
    gap = e[..., :n_occ, None] - e[..., None, n_occ:]
    return -2 * np.imag(ax * np.conj(ay) / gap**2).sum(axis=(-1, -2))


def quarter_flux(ham, n_occ, n=64):
    x, w = np.polynomial.legendre.leggauss(n)
    k, w = PI * (x + 1) / 2, PI * w / 2
    kx, ky = np.meshgrid(k, k, indexing="ij")
    return np.sum(w[:, None] * w[None, :] * curvature(ham, kx, ky, n_occ))


def occupied_det(h_matrix, operator, n_occ):
    """Product of the eigenvalues of a symmetry in the occupied space."""
    assert np.abs(operator @ h_matrix - h_matrix @ operator).max() < 1e-9
    v = np.linalg.eigh(h_matrix)[1][:, :n_occ]
    return np.linalg.det(dagger(v) @ operator @ v)


def degree_count(m, b):
    """Half the signed sum over the zeros of (hx, hy)."""
    zeros = [(0, 0), (PI, 0), (0, PI), (PI, PI)]
    if abs(2 * b) > 1:
        q = np.arccos(-1 / (2 * b))
        zeros += [(s * q, t * q) for s in (1, -1) for t in (1, -1)]
    total, d = 0.0, 1e-5
    for kx, ky in zeros:
        h = h_vector(kx, ky, m, b)
        assert abs(h[0]) + abs(h[1]) < 1e-12
        px, mx = h_vector(kx + d, ky, m, b), h_vector(kx - d, ky, m, b)
        py, my = h_vector(kx, ky + d, m, b), h_vector(kx, ky - d, m, b)
        jac = ((px[0] - mx[0]) * (py[1] - my[1])
               - (py[0] - my[0]) * (px[1] - mx[1]))
        total += np.sign(jac) * np.sign(h[2]) / 2
    return total


def line_identity_error(ham, chern, n=50):
    """Line factors on Gamma-X-M-Y-Gamma in a random gauge."""
    t = PI * np.arange(n) / n
    z = np.zeros(n)
    kx = np.concatenate([t, z + PI, PI - t, z])
    ky = np.concatenate([z, t, z + PI, PI - t])
    u = np.linalg.eigh(ham(kx, ky))[1][..., 0]
    u = u * np.exp(2j * PI * rng.random(4 * n))[:, None]
    links = np.sum(np.conj(u) * np.roll(u, -1, axis=0), axis=1)
    line = [np.exp(-1j * np.angle(links[j * n:(j + 1) * n]).sum())
            for j in range(4)]
    g, x, mm, y = u[0], u[n], u[2 * n], u[3 * n]
    b_g, b_x = np.vdot(g, U_SPIN @ g), np.vdot(y, U_SPIN @ x)
    b_m, b_y = np.vdot(mm, U_SPIN @ mm), np.vdot(x, U_SPIN @ y)
    return max(abs(line[0] * line[3] - b_g / b_x),
               abs(line[1] * line[2] - b_m / b_y),
               abs(np.prod(line) - 1j**chern))


# ---- Qi-Wu-Zhang model and its extension with diagonal hopping ----
print("Energies in hopping units; phases of eigenvalues in degrees")
N_GRID = 60
print("link grid points per direction:", N_GRID)
results, phases, worst_line, worst_flux = {}, {}, 0.0, 0.0
for m, b in [(-3., 0.), (-1., 0.), (1., 0.), (3., 0.), (.5, 1.), (1.5, 1.)]:
    ham = two_band(m, b)
    k0 = rng.uniform(-PI, PI, 2)
    rotated = ham(-k0[1], k0[0])
    assert np.allclose(U_SPIN @ ham(*k0) @ dagger(U_SPIN), rotated)
    f_here = curvature(ham, k0[0], k0[1], 1)
    f_there = curvature(ham, -k0[1], k0[0], 1)
    assert abs(f_here - f_there) < 1e-5 * (1 + abs(f_here))
    xi_g = occupied_det(ham(0., 0.), U_SPIN, 1)
    xi_m = occupied_det(ham(PI, PI), U_SPIN, 1)
    zeta = occupied_det(ham(PI, 0.), U_SPIN @ U_SPIN, 1)
    product = -xi_g * xi_m * zeta
    residue = int(round(np.angle(product) / (PI / 2))) % 4
    energy, vec = np.linalg.eigh(ham(*grid(N_GRID)))
    chern, _ = link_chern(vec, 1)
    q_flux = quarter_flux(ham, 1)
    degree = degree_count(m, b)
    assert abs(product - 1j**chern) < 1e-9
    assert abs(product - xi_g * xi_m / zeta) < 1e-9
    assert abs(q_flux - PI * chern / 2) < 1e-4
    assert abs(degree - chern) < 1e-9
    worst_flux = max(worst_flux, abs(q_flux - PI * chern / 2))
    worst_line = max(worst_line, line_identity_error(ham, chern))
    gap = (energy[..., 1] - energy[..., 0]).min()
    results[m, b] = chern
    phases[m, b] = np.array([xi_g, xi_m, zeta])
    deg = np.degrees(np.angle(phases[m, b]))
    print(f"m={m:4.1f} b={b:3.1f}: smallest gap on grid {gap:.3f}")
    print(f"  phases xi(G) {deg[0]:.0f}, xi(M) {deg[1]:.0f},"
          f" zeta(X) {deg[2]:.0f}; rule: C mod 4 = {residue}")
    print(f"  C: links {chern}, degree {degree:.0f};"
          f" quarter-zone flux {q_flux:.5f} rad")
assert worst_line < 1e-9
print(f"largest error of line identities: {worst_line:.1e}")
print(f"largest error of quarter-zone flux: {worst_flux:.1e} rad")

# Same symmetry data, Chern numbers four apart
assert np.allclose(phases[.5, 1.], phases[1.5, 1.])
assert abs(results[.5, 1.] - results[1.5, 1.]) == 4
k_close = np.arccos(-0.5)
gaps = [2 * np.linalg.norm(h_vector(s * k_close, t * k_close, 1., 1.))
        for s in (1, -1) for t in (1, -1)]
assert max(gaps) < 1e-12
print(f"b=1, m=1: gap closes at |kx|=|ky|={k_close:.5f} (1/lattice const.)")
print("number of closing points:", len(gaps))
print("change of C from m=0.5 to m=1.5 at b=1:",
      results[1.5, 1.] - results[.5, 1.])

# ---- random five-band models with orbitals on and off the centre ----
POS = np.array([[0, 0], [0, 0], [.5, .5], [.5, 0], [0, .5]])
CELLS = np.array([[i, j] for i in (-1, 0, 1) for j in (-1, 0, 1)])
DIST = np.linalg.norm(CELLS[:, None, None, :] + POS[None, None, :, :]
                      - POS[None, :, None, :], axis=-1)


def site_phase(kx, ky):
    return np.exp(1j * (np.asarray(kx)[..., None] * POS[:, 0]
                        + np.asarray(ky)[..., None] * POS[:, 1]))


def random_model():
    u = np.zeros((5, 5), complex)
    for j in range(3):
        u[j, j] = 1j**int(rng.integers(4))
    u[4, 3], u[3, 4] = 1, rng.choice([-1, 1])
    t = rng.normal(size=DIST.shape) + 1j * rng.normal(size=DIST.shape)
    t = t * np.exp(-DIST)

    def unsymmetrized(kx, ky):
        cell = np.exp(1j * (np.asarray(kx)[..., None] * CELLS[:, 0]
                            + np.asarray(ky)[..., None] * CELLS[:, 1]))
        p = site_phase(kx, ky)
        a = np.tensordot(cell, t, axes=1)
        a = np.conj(p)[..., :, None] * a * p[..., None, :]
        return a + dagger(a)

    def ham(kx, ky):
        total, power = 0, np.eye(5, dtype=complex)
        for _ in range(4):
            total = total + power @ unsymmetrized(kx, ky) @ dagger(power)
            kx, ky = ky, -kx
            power = u @ power
        return total / 4
    return u, ham


N_MODELS, N_FINE = 60, 64
KX, KY = grid(N_FINE)
P_GRID = site_phase(KX, KY)
# Both M and X are carried to images displaced by G = (-2 pi, 0)
BACK = np.diag(site_phase(-2 * PI, 0.0))
counts, kept, largest = [0, 0, 0, 0], 0, 0
for _ in range(N_MODELS):
    u, ham = random_model()
    assert np.allclose(ham(-0.7, 0.3), u @ ham(0.3, 0.7) @ dagger(u))
    vec = np.linalg.eigh(ham(KX, KY))[1]
    vec = P_GRID[..., :, None] * vec      # zone-periodic amplitudes
    h_g, h_m, h_x = ham(0., 0.), ham(PI, PI), ham(PI, 0.)
    for n_occ in range(1, 5):
        chern, max_flux = link_chern(vec, n_occ)
        if max_flux > 1.0:                # gap too small for this grid
            continue
        for F in (0, 1):
            c4 = u * np.exp(1j * PI * F / 4)
            xi_g = occupied_det(h_g, c4, n_occ)
            xi_m = occupied_det(h_m, BACK @ c4, n_occ)
            zeta = occupied_det(h_x, BACK @ c4 @ c4, n_occ)
            rule = (-1)**(F * n_occ) * xi_g * xi_m * zeta
            assert abs(rule - 1j**chern) < 1e-7
            assert abs(xi_g * xi_m / zeta - 1j**chern) < 1e-7
        kept += 1
        counts[chern % 4] += 1
        largest = max(largest, abs(chern))
assert kept >= 40 and min(counts) > 0
print("random five-band models:", N_MODELS)
print("grid points per direction:", N_FINE)
print("resolved model-filling cases, all obeying the rule:", kept)
print("cases with C mod 4 = 0, 1, 2, 3:", *counts)
print("largest |C| among them:", largest)
print("tests ok")
```

Printed output:

```
Energies in hopping units; phases of eigenvalues in degrees
link grid points per direction: 60
m=-3.0 b=0.0: smallest gap on grid 2.000
  phases xi(G) -45, xi(M) -45, zeta(X) -90; rule: C mod 4 = 0
  C: links 0, degree 0; quarter-zone flux 0.00000 rad
m=-1.0 b=0.0: smallest gap on grid 2.000
  phases xi(G) 45, xi(M) -45, zeta(X) -90; rule: C mod 4 = 1
  C: links 1, degree 1; quarter-zone flux 1.57080 rad
m= 1.0 b=0.0: smallest gap on grid 2.000
  phases xi(G) 45, xi(M) -45, zeta(X) 90; rule: C mod 4 = 3
  C: links -1, degree -1; quarter-zone flux -1.57080 rad
m= 3.0 b=0.0: smallest gap on grid 2.000
  phases xi(G) 45, xi(M) 45, zeta(X) 90; rule: C mod 4 = 0
  C: links 0, degree 0; quarter-zone flux 0.00000 rad
m= 0.5 b=1.0: smallest gap on grid 0.791
  phases xi(G) 45, xi(M) -45, zeta(X) 90; rule: C mod 4 = 3
  C: links 3, degree 3; quarter-zone flux 4.71239 rad
m= 1.5 b=1.0: smallest gap on grid 0.763
  phases xi(G) 45, xi(M) -45, zeta(X) 90; rule: C mod 4 = 3
  C: links -1, degree -1; quarter-zone flux -1.57080 rad
largest error of line identities: 6.5e-15
largest error of quarter-zone flux: 6.4e-08 rad
b=1, m=1: gap closes at |kx|=|ky|=2.09440 (1/lattice const.)
number of closing points: 4
change of C from m=0.5 to m=1.5 at b=1: -4
random five-band models: 60
grid points per direction: 64
resolved model-filling cases, all obeying the rule: 220
cases with C mod 4 = 0, 1, 2, 3: 80 60 33 47
largest |C| among them: 5
tests ok
```
